# Assembling the B2PLYP energy of CO by hand

**Question**

I am trying to reproduce a B2PLYP energy by hand for CO, with a bond length of 1.13 Å and the cc-pVDZ basis. I know that the self-consistent run uses 0.53 Fock exchange and 0.73 LYP, and that 0.27 times a second-order correlation energy comes in as well. I can print every integral and orbital I need, but I am stuck on the bookkeeping.

What multiplies what? Do I add the missing 0.27 of LYP back at the end? And is the second-order energy the ordinary MP2 correlation energy? I have that from a Hartree-Fock run, $-0.2911$ hartree, but I don't see why it should belong to the orbitals of a different calculation.

**Answer**

The missing 0.27 of LYP is not added back, and your MP2 number is not the one you need. The second-order energy must be built from the orbitals and eigenvalues of the hybrid run itself.

I use hartree atomic units, real orbitals and a closed shell. Indices $i,j$ label occupied and $a,b$ virtual spatial orbitals, and $(ia|jb)$ is the Coulomb repulsion between the charge distributions $\phi_i\phi_a$ and $\phi_j\phi_b$. All electrons are correlated unless I say otherwise, and no dispersion correction is added.

**What is being added**

B2PLYP is defined by

$$E=E_{\rm SCF}+0.27\,E_{\rm PT2},$$

$$E_{\rm SCF}=E_{nn}+E_1+E_J+0.53\,E_x^{\rm HF}+0.47\,E_x^{\rm B88}+0.73\,E_c^{\rm LYP}.$$

The weights are part of the definition of the method; they are not derived here. They do have a pattern: the exchange weights add to one, $0.53+0.47$, and so do the correlation weights, $0.73+0.27$. LYP and the second-order energy are two approximations to the same correlation energy, so giving LYP its full weight as well would count part of it twice.

**The pieces from the density matrix**

Let the columns of $C$ be the occupied orbitals and $D=2CC^T$, the 2 counting the two spins. With $h$ the kinetic energy plus nuclear attraction, $E_1={\rm Tr}\,Dh$. Define

$$J_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma},\qquad K_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)D_{\lambda\sigma}.$$

Both ${\rm Tr}\,DJ$ and ${\rm Tr}\,DK$ contain two factors of $D$, hence a factor 4:

$${\rm Tr}\,DJ=4\sum_{ij}(ii|jj),\qquad {\rm Tr}\,DK=4\sum_{ij}(ij|ij).$$

The Coulomb energy is half the sum over all pairs of spin orbitals. There are four spin combinations, so $E_J=2\sum_{ij}(ii|jj)=\tfrac12{\rm Tr}\,DJ$. Exchange acts only between equal spins, which leaves two combinations, so $E_x^{\rm HF}=-\sum_{ij}(ij|ij)=-\tfrac14{\rm Tr}\,DK$.

**The two density functionals**

B88 exchange is a sum over spins $\sigma$:

$$E_x^{\rm B88}=-\sum_\sigma\int\rho_\sigma^{4/3}\left[A+\frac{\beta x_\sigma^2}{1+6\beta x_\sigma\sinh^{-1}x_\sigma}\right]d^3r,$$

where $A=\tfrac32(3/4\pi)^{1/3}$, $\beta=0.0042$ and $x_\sigma=|\nabla\rho_\sigma|/\rho_\sigma^{4/3}$. In a closed shell $\rho_\sigma=\rho/2$. The two spins contribute equally, and $x_\sigma=(|\nabla\rho|/2)/(\rho/2)^{4/3}=2^{1/3}|\nabla\rho|/\rho^{4/3}$.

For LYP, write $g=|\nabla\rho|^2$, $g_\sigma=|\nabla\rho_\sigma|^2$, $u=\rho^{-1/3}$, and

$$\omega=\frac{e^{-cu}}{1+du}\rho^{-11/3},\quad \delta=cu+\frac{du}{1+du},\quad C_F=\tfrac{3}{10}(3\pi^2)^{2/3},$$

with $a=0.04918$, $b=0.132$, $c=0.2533$, $d=0.349$ (in this section these letters are constants, not orbital labels). The energy density, in the form with first derivatives only, is

$$e_c=-\frac{4a}{1+du}\frac{\rho_\uparrow\rho_\downarrow}{\rho}-ab\,\omega\,\{\rho_\uparrow\rho_\downarrow B+G\},$$

$$\begin{aligned}B={}&2^{11/3}C_F(\rho_\uparrow^{8/3}+\rho_\downarrow^{8/3})+\tfrac{47-7\delta}{18}g\\&-\left(\tfrac52-\tfrac{\delta}{18}\right)(g_\uparrow+g_\downarrow)-\tfrac{\delta-11}{9}\,\frac{\rho_\uparrow g_\uparrow+\rho_\downarrow g_\downarrow}{\rho},\end{aligned}$$

$$G=-\tfrac23\rho^2g+\left(\tfrac23\rho^2-\rho_\uparrow^2\right)g_\downarrow+\left(\tfrac23\rho^2-\rho_\downarrow^2\right)g_\uparrow.$$

Now set $\rho_\sigma=\rho/2$ and $g_\sigma=g/4$.

- The first term becomes $-a\rho/(1+du)$, because $\rho_\uparrow\rho_\downarrow=\rho^2/4$.
- In the $C_F$ term, $\rho_\uparrow^{8/3}+\rho_\downarrow^{8/3}=2^{-5/3}\rho^{8/3}$. The prefactor is $2^{11/3}2^{-5/3}=4$, which cancels the $1/4$ and leaves $C_F\rho^{14/3}$.
- The gradient terms of $B$ are $g$ times
$$\tfrac{47-7\delta}{18}-\tfrac54+\tfrac{\delta}{36}-\tfrac{\delta-11}{36}=\tfrac53-\tfrac{7\delta}{18}.$$
Multiplied by $\rho^2/4$, they give $\rho^2g\left(\tfrac{5}{12}-\tfrac{7\delta}{72}\right)$.
- The last part is $G=\rho^2g\left[-\tfrac23+2\cdot\tfrac14\left(\tfrac23-\tfrac14\right)\right]=-\tfrac{11}{24}\rho^2g$.

Since $\tfrac{5}{12}-\tfrac{11}{24}=-\tfrac1{24}=-\tfrac3{72}$, the result is

$$e_c=-\frac{a\rho}{1+du}-ab\,\omega\left[C_F\rho^{14/3}-\rho^2g\,\frac{3+7\delta}{72}\right].$$

Integrate both functionals over the molecular grid, using the density of the converged hybrid orbitals.

**Why the MP2 number does not belong here**

The self-consistent run makes $E_{\rm SCF}$ stationary. Its one-electron operator is the derivative of $E_{\rm SCF}$ with respect to $D$. The Coulomb and exchange energies are quadratic in $D$, so differentiation doubles their prefactors:

$$f=h+J-\tfrac12(0.53)K+0.47\,v^{\rm B88}+0.73\,v^{\rm LYP}.$$

Here $v^{\rm B88}$ and $v^{\rm LYP}$ are the matrices of the functional derivatives. Mix a little of a virtual orbital into an occupied one, $\phi_i\to\phi_i\cos\theta+\phi_a\sin\theta$. With $c_i$ and $c_a$ the coefficient columns of the two orbitals, to first order $dD=2\theta(c_ic_a^T+c_ac_i^T)$, and therefore

$$dE_{\rm SCF}={\rm Tr}\,f\,dD=4\theta f_{ia}.$$

Stationarity means $f_{ia}=0$. The converged orbitals diagonalize $f$, with eigenvalues $\varepsilon$.

The Hartree-Fock operator built from the same orbitals is $F=h+J-\tfrac12K$. Subtracting $f_{ia}=0$ from $F_{ia}$ gives

$$F_{ia}=\left[-\tfrac12(0.47)K-0.47\,v^{\rm B88}-0.73\,v^{\rm LYP}\right]_{ia},$$

which has no reason to vanish. Brillouin's theorem, $F_{ia}=0$, belongs to Hartree-Fock orbitals. For CO the largest element in magnitude is $-0.0253$ hartree, between the lowest occupied orbital and a high virtual one. Its sign, and that of the slope below, flips if either orbital is multiplied by $-1$, so only the magnitude should be compared. Under that rotation the Hartree-Fock energy expression has slope $4F_{ia}=-0.1011$ hartree/rad, while the slope of $E_{\rm SCF}$ is zero to within $10^{-7}$ hartree/rad.

**The second-order energy**

Take $H_0=\sum f$, summed over electrons, and $V=H-H_0$. Determinants $|n\rangle$ of the hybrid orbitals are eigenstates of $H_0$ with energies $E_n$; $|0\rangle$ is the occupied determinant. The first-order equation is

$$(H_0-E_0)|\Psi_1\rangle=-(V-\langle0|V|0\rangle)|0\rangle.$$

Projecting on $\langle n|$ with $n\ne0$ gives the coefficient $-\langle n|V|0\rangle/(E_n-E_0)$. Since $H_0$ is diagonal, $\langle n|V|0\rangle=\langle n|H|0\rangle$, and $E_2=\langle0|V|\Psi_1\rangle$ becomes

$$E_2=-\sum_{n\neq0}\frac{|\langle n|H|0\rangle|^2}{E_n-E_0}.$$

The Hamiltonian has at most two-electron terms, so only single and double excitations contribute.

*Singles.* The matrix element for $i\to a$ is $F_{ia}$, for either spin, so

$$E_{\rm singles}=2\sum_{ia}\frac{F_{ia}^2}{\varepsilon_i-\varepsilon_a}.$$

*Doubles with opposite spins.* The element is $(ia|jb)$, and all $i,j,a,b$ are independent. With $\Delta=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0$,

$$E_{\rm OS}=\sum_{ijab}\frac{(ia|jb)^2}{\Delta}.$$

*Doubles with equal spins.* The element is $(ia|jb)-(ib|ja)$, and each determinant is counted once by $i<j$, $a<b$. Lifting both restrictions costs a factor $\tfrac14$, and the two spins give a factor 2:

$$E_{\rm SS}=\tfrac12\sum_{ijab}\frac{[(ia|jb)-(ib|ja)]^2}{\Delta}=\sum_{ijab}\frac{(ia|jb)[(ia|jb)-(ib|ja)]}{\Delta}.$$

In the second form I expanded the square and exchanged the names $a$ and $b$ in the term $(ib|ja)^2$. This leaves $\Delta$ unchanged and makes the two squared terms equal.

B2PLYP keeps the doubles, with equal weight for both spin parts, and omits the singles by definition:

$$E_{\rm PT2}=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

The numerical check compares the singles and doubles formulas with an explicit sum over all 14400 determinants of CO in the minimal STO-3G basis; they agree.

Two limits help to place this. If the second-order weight were zero and LYP had full weight, you would have an ordinary hybrid functional. If Fock exchange and second-order correlation both had weight one, and B88 and LYP weight zero, then $f=F$, the singles would vanish, and the total would be Hartree-Fock plus MP2. Your MP2 number is the right ingredient in that second limit.

**The sum for CO**

All energies are in hartree. The first three terms have weight one:

$$22.478324-198.227139+76.330626=-99.418189.$$

The weighted exchange and correlation terms are

- Fock exchange: $0.53\times(-13.327702)=-7.063682$
- B88 exchange: $0.47\times(-13.398289)=-6.297196$
- LYP correlation: $0.73\times(-0.484465)=-0.353659$

They add up to $-13.714537$, so

$$E_{\rm SCF}=-99.418189-13.714537=-113.13273,$$

which agrees with the energy reported by the SCF program. This is a useful checkpoint: if your sum fails here, the fault is not in the perturbation theory.

The second-order part is

$$E_{\rm PT2}=\underbrace{-0.267294}_{\rm OS}\underbrace{-0.096873}_{\rm SS}=-0.364167,$$

and $0.27\times(-0.364167)=-0.098325$. Finally,

$$E=-113.13273-0.09833=-113.2311\ \text{hartree}\quad(-3081.17\ \text{eV}).$$

**What the wrong choices would cost**

These shifts are relative to the energy just found, in the same basis.

- Your MP2 energy in place of $E_{\rm PT2}$ makes the total too high by $0.27\times(0.3642-0.2911)=0.0197$ hartree.
- LYP at full weight, with the orbitals held fixed, makes it too low by $0.1308$ hartree.
- An unscaled $E_{\rm PT2}$ makes it too low by $0.73\times0.364167=0.2658$ hartree.
- Adding the singles, also scaled by 0.27, lowers it by $0.0009$ hartree.
- Freezing the two core orbitals in the second-order sum raises it by $0.0012$ hartree. This is a choice of convention, so state which one you use and keep to it when you take energy differences.

The first item can be traced. The gap between the highest occupied and lowest virtual orbital is $0.0512+0.4466=0.4978$ hartree in the hybrid run, but $0.1539+0.5490=0.7029$ hartree in Hartree-Fock. Smaller denominators give a larger second-order energy for the same integrals. To separate this effect from the change in orbitals, I kept the hybrid orbitals and replaced their eigenvalues by the diagonal elements of $F$. The doubles sum then falls in magnitude from $0.36417$ to $0.30435$ hartree, towards the MP2 value of $0.29113$. Along this route, changing the denominators alone accounts for $0.0598$ of the $0.0730$ hartree difference. The remaining $0.0132$ comes from going over to the Hartree-Fock orbitals, which changes the integrals and, once more, the orbital energies.

The same denominators show where the method fails. If an occupied and a virtual level approach each other while the coupling integral stays finite, some $\Delta$ tends to zero and $E_{\rm PT2}$ diverges towards $-\infty$. The factor 0.27 reduces the size of that term but does not remove the divergence.

**How much the digits mean**

The six decimals are there so that you can follow the arithmetic. In the larger cc-pVTZ basis, $E_{\rm SCF}$ drops by $0.0329$ hartree and $0.27\,E_{\rm PT2}$ by another $0.0272$, giving a total of $-113.2912$ hartree. The scaled second-order term thus moves by more than a quarter of its cc-pVDZ value, whereas $E_{\rm SCF}$ moves by about 0.03 percent of its own. Two basis sets do not establish the limit, so quote the result as a B2PLYP/cc-pVDZ energy at fixed nuclei. It contains no relativistic correction and no vibrational energy, and it carries the error of the functional itself, which this calculation does not measure.

## Calculated quantities

```
CO bond length: 1.13 angstrom
cc-pVDZ basis functions: 28
electrons on the grid: 14.000000 (count)
nuclear repulsion Enn: 22.478324 hartree
one-electron energy E1: -198.227139 hartree
Coulomb energy EJ: 76.330626 hartree
Fock exchange, unweighted: -13.327702 hartree
B88 exchange, unweighted: -13.398289 hartree
LYP correlation, unweighted: -0.484465 hartree
0.53 x Fock exchange: -7.063682 hartree
0.47 x B88 exchange: -6.297196 hartree
0.73 x LYP correlation: -0.353659 hartree
SCF energy, sum by hand: -113.132727 hartree
SCF energy, from the SCF program: -113.132727 hartree
PT2 opposite-spin: -0.267294 hartree
PT2 same-spin: -0.096873 hartree
PT2 total, all electrons: -0.364167 hartree
0.27 x PT2: -0.098325 hartree
B2PLYP energy: -113.231052 hartree
B2PLYP energy: -3081.174 eV
hybrid HOMO eigenvalue: -0.446629 hartree
hybrid LUMO eigenvalue: 0.051164 hartree
HF HOMO eigenvalue: -0.549029 hartree
HF LUMO eigenvalue: 0.153895 hartree
MP2 correlation on HF orbitals: -0.291129 hartree
PT2, hybrid orbitals, diagonal-F denominators: -0.304352 hartree
error if MP2 replaces PT2: 0.019720 hartree
error if LYP keeps full weight (fixed orbitals): -0.130805 hartree
error if PT2 is not scaled: -0.265842 hartree
omitted singles, unweighted: -0.003420 hartree
omitted singles x 0.27: -0.000923 hartree
PT2 with two frozen core orbitals: -0.359733 hartree
B2PLYP energy, frozen core: -113.229855 hartree
rotated pair (orbitals from 1): 1, 22
F element of that pair: -0.025276 hartree
HF-energy slope: -0.101103 hartree/rad
hybrid-energy slope: -5.6e-08 hartree/rad
STO-3G doubles, determinant sum: -0.17491390 hartree
STO-3G doubles, orbital formula: -0.17491390 hartree
STO-3G singles, determinant sum: -0.00187277 hartree
STO-3G singles, orbital formula: -0.00187277 hartree
STO-3G determinants: 14400
cc-pVTZ basis functions: 60
cc-pVTZ SCF energy: -113.165656 hartree
cc-pVTZ PT2: -0.465047 hartree
cc-pVTZ B2PLYP energy: -113.291218 hartree
SCF change, DZ to TZ: -0.032929 hartree
0.27 x PT2 change, DZ to TZ: -0.027237 hartree
```
